# Star weights alone do not give the thermal conductivity tensor

In a crystal with the diamond structure, symmetry can reduce a lattice conductivity calculation on a mesh of 1728 wavevectors to 72. The costly quantities, the phonon lifetimes, are then needed at 72 points. The decision is how to add those points up before an element such as $\kappa_{zz}$ is passed to a thermal simulation of a chip. Multiplying each point by the number of its symmetry partners is right for the heat capacity. For the conductivity tensor it can put $\kappa_{xx}$ wrong by 74 percent, in a crystal whose true conductivity is isotropic.

## The quantity being summed

Let a phonon of wavevector $\mathbf q$ and branch $s$ have frequency $\omega$, group velocity $\mathbf v=\partial\omega/\partial\mathbf q$ and lifetime $\tau$. In the relaxation-time approximation a weak temperature gradient changes the occupation $n$ by

$$\delta n=-\tau\sum_b v_b\,\frac{\partial n}{\partial T}\,\frac{\partial T}{\partial x_b}.$$

The heat flux is $j_a=(N\Omega)^{-1}\sum\hbar\omega\,v_a\,\delta n$, for $N$ mesh points and a primitive cell of volume $\Omega$. With the mode heat capacity $C=\hbar\omega\,\partial n/\partial T$ and $j_a=-\sum_b\kappa_{ab}\,\partial T/\partial x_b$,

$$\kappa_{ab}=\frac1N\sum_{\mathbf q}T_{ab}(\mathbf q),\qquad T_{ab}(\mathbf q)=\frac1\Omega\sum_s C_s\tau_s v_{s,a}v_{s,b}.$$

The star of $\mathbf q$ is the set of distinct wavevectors $R\mathbf q$ produced by the operations $R$ of the point group $G$, where wavevectors that differ by a reciprocal lattice vector count as one. Let $w$ be the number of members. The tempting recipe keeps one representative per star and forms

$$K^\star=\frac1N\sum_{\rm irr}w(\mathbf q)\,T(\mathbf q).$$

## A star that can be summed by hand

Take the diamond structure with cubic lattice constant $a$ and atoms of mass $M$. The four bonds of one atom are $\frac a4(1,1,1)$, $\frac a4(1,-1,-1)$, $\frac a4(-1,1,-1)$ and $\frac a4(-1,-1,1)$. Each bond along the unit vector $\mathbf n$ acts through the spring matrix

$$\Phi=k_T I+(k_L-k_T)\,\mathbf n\mathbf n^{\sf T}.$$

Since $n_x^2=1/3$ on every bond, $\Phi_{xx}=k_T+(k_L-k_T)/3=(k_L+2k_T)/3\equiv\alpha$.

Let a wave travel along $x$, and let the atoms move along $x$. Two bonds lead to neighbours with phase $e^{iqa/4}$ and two to neighbours with phase $e^{-iqa/4}$. Within each pair, $\Phi_{xy}$ has opposite signs and cancels, as does $\Phi_{xz}$, so this motion decouples from the transverse ones. For the amplitudes $u_1,u_2$ on the two sublattices,

$$M\omega^2u_1=4\alpha u_1-4\alpha\cos(qa/4)\,u_2,$$

and the same equation holds with $u_1$ and $u_2$ exchanged. The acoustic solution has $u_1=u_2$, so $M\omega^2=4\alpha[1-\cos(qa/4)]=8\alpha\sin^2(qa/8)$. Hence

$$\omega=\sqrt{\frac{8\alpha}{M}}\,\sin\frac{qa}8,\qquad v=\frac a8\sqrt{\frac{8\alpha}{M}}\,\cos\frac{qa}8 .$$

I take round parameters: $a=0.54$ nm, $M=28$ u, $k_L=120$ N/m, $k_T=20$ N/m and $T=350$ K. The scattering law is $1/\tau=A\omega^2T$ with $A=1.5\times10^{-19}$ s/K. Then $\alpha=160/3=53.3$ N/m. At $q=\pi/a$, half way to the zone boundary, $qa/8=\pi/8$, and the formulas give $\omega/2\pi=5.83$ THz, $v=5974$ m/s and $\tau=14.2$ ps. The heat capacity is

$$C=k_B\left(\frac{x/2}{\sinh(x/2)}\right)^2=0.948\,k_B,\qquad x=\frac{\hbar\omega}{k_BT}.$$

The star has six members, along $\pm x$, $\pm y$ and $\pm z$. The velocity of this branch points along the wavevector, so the sum of the outer products is

$$2v^2\,\hat{\mathbf x}\hat{\mathbf x}^{\sf T}+2v^2\,\hat{\mathbf y}\hat{\mathbf y}^{\sf T}+2v^2\,\hat{\mathbf z}\hat{\mathbf z}^{\sf T}=2v^2I .$$

Six times the representative along $x$ is instead $6v^2\,\hat{\mathbf x}\hat{\mathbf x}^{\sf T}$. With $\Omega=a^3/4$ and $N=12^3=1728$, one member contributes $C\tau v^2/(N\Omega)=0.0974$ W/(m K). The true contribution of this star and branch to $\kappa_{xx}$ is twice that, 0.195 W/(m K); star weighting gives 0.584. The contributions to $\kappa_{yy}$ and $\kappa_{zz}$ are lost. The trace is $6v^2$ in both cases.

## The whole crystal

One might hope that such errors cancel between stars. To see whether they do, I diagonalized the $6\times6$ dynamical matrix of the model numerically at every point of the $12\times12\times12$ mesh. The mesh points are $\mathbf q=(m_1\mathbf b_1+m_2\mathbf b_2+m_3\mathbf b_3)/12$, where the $m_i$ run from 0 to 11 and

$$\mathbf b_1=\tfrac{2\pi}a(-1,1,1),\quad \mathbf b_2=\tfrac{2\pi}a(1,-1,1),\quad \mathbf b_3=\tfrac{2\pi}a(1,1,-1).$$

The three acoustic modes at $\mathbf q=0$, where $\omega=0$, are left out. Two choices of representatives are compared: the first and the last member of each star when the triples $(m_1,m_2,m_3)$ are put in dictionary order. All values are in W/(m K).

| Sum | $xx$ | $yy$ | $zz$ |
|---|---:|---:|---:|
| All 1728 points | 98.1 | 98.1 | 98.1 |
| Star weights, first | 170.8 | 60.7 | 62.8 |
| Star weights, last | 127.1 | 60.7 | 106.5 |

The errors do not cancel. Relative to the full sum, the first choice is wrong by $+74$, $-38$ and $-36$ percent. It also has the off-diagonal elements $yz=-52.3$, $xz=-28.3$ and $xy=45.6$ W/(m K), which must vanish in a cubic crystal. The two choices agree on $yy$ to the digits shown, yet that common value is wrong, so agreement between two choices does not establish correctness.

If one picks from each star the member with the smallest $T_{xx}$, star weighting gives $\kappa_{xx}=29.8$ W/(m K). Picking the largest gives 201.6. Any other choice lies between these values, although the crystal, the mesh and the lifetimes are unchanged.

The trace is unaffected. For the first choice,

$$\tfrac13(170.81+60.71+62.77)=98.10\ \text{W/(m K)},$$

and the last choice gives the same number. The tempting recipe is therefore half right: star weights do suffice for the scalar $\operatorname{tr}\kappa/3$, which in a cubic crystal is the conductivity. They fail for the separate elements.

Nor need a wrong tensor look unphysical. Each $T(\mathbf q)$ is a sum of outer products with positive coefficients, so $K^\star$ has no negative eigenvalue. It resembles the conductivity of some anisotropic crystal.

## The correct statement

Suppose that $G$ maps the mesh onto itself, and that the lifetimes are the same on all members of a star and within each degenerate set of modes. Then

$$\boxed{\;\kappa=\frac1N\sum_{\rm irr}w(\mathbf q)\,\frac1{|G|}\sum_{R\in G}R\,T(\mathbf q)\,R^{\sf T}\;}$$

The proof needs the transformation law of $T$, a count of star members, and some care with degenerate modes.

**Transformation of the dynamical matrix.** Write the block between atoms $i$ and $j$ of the cell as

$$D_{ij}(\mathbf q)=\frac1{\sqrt{M_iM_j}}\sum\Phi\,e^{i\mathbf q\cdot\mathbf d},$$

where the sum runs over all copies of atom $j$, and $\mathbf d$ is the vector from atom $i$ to that copy. A crystal symmetry with rotational part $R$ sends $\mathbf d$ to $R\mathbf d$, the force constants $\Phi$ to $R\Phi R^{\sf T}$, and the atoms to atoms of the same kind. Because $R\mathbf q\cdot R\mathbf d=\mathbf q\cdot\mathbf d$, the phases agree, and

$$D(R\mathbf q)=U D(\mathbf q)U^\dagger .$$

Here $U$ combines the permutation of atoms with the rotation $R$ and does not depend on $\mathbf q$. A translation that accompanies $R$, as in the diamond structure, drops out because only differences of positions enter. The eigenvalues agree, so $\omega(R\mathbf q)=\omega(\mathbf q)$, and so do the heat capacities.

Adding a reciprocal lattice vector $\mathbf G$ to $\mathbf q$ multiplies $D_{ij}$ by a phase $e^{i\mathbf G\cdot(\mathbf r_j-\mathbf r_i)}$, with $\mathbf r_i$ the position of atom $i$ in the cell. This too is a constant unitary transformation, so $R\mathbf q$ may be folded back onto the mesh.

**Transformation of the velocities.** Put $\mathbf q'=R\mathbf q$. Since $R$ is orthogonal, $\partial/\partial q'_a=\sum_bR_{ab}\,\partial/\partial q_b$. For a nondegenerate branch, applying this to $\omega(\mathbf q')=\omega(\mathbf q)$ gives

$$\mathbf v(R\mathbf q)=R\,\mathbf v(\mathbf q),\qquad \mathbf v\mathbf v^{\sf T}\to R\,\mathbf v\mathbf v^{\sf T}R^{\sf T}.$$

This is the source of the error: the scalars $C$ and $\tau$ repeat over a star, whereas the outer product turns.

**Degenerate modes.** Let $\mathbf e_s$ be the normalized eigenvectors of $D$. Differentiating $D\mathbf e_s=\omega_s^2\mathbf e_s$ and projecting on $\mathbf e_s$ gives $2\omega_sv_{s,a}=\mathbf e_s^\dagger(\partial D/\partial q_a)\mathbf e_s$. Within a degenerate set the eigenvectors may be mixed freely, and the products $v_{s,a}v_{s,b}$ formed this way depend on the mixture. For the lowest transverse pair at $\mathbf q=\frac{2\pi}a(0.3,0.3,0.3)$, rotating the pair of eigenvectors returned by the diagonalization changed an element of $\sum_sv_{s,a}v_{s,b}$ by more than 3 percent of the trace of the tensor defined next. I therefore use the matrices

$$V^a_{ss'}=\frac1{2\omega}\,\mathbf e_s^\dagger\frac{\partial D}{\partial q_a}\mathbf e_{s'}$$

and replace $\sum_sv_{s,a}v_{s,b}$ by $\sum_{ss'}V^a_{ss'}V^b_{s's}$. A change of basis $W$ turns $V^a$ into $W^\dagger V^aW$, which leaves this trace alone. At $R\mathbf q$ the eigenvectors can be taken as $U\mathbf e_s$. The matrices $U$ then cancel, $V^a$ becomes $\sum_bR_{ab}V^b$, and for all modes

$$T(R\mathbf q)=R\,T(\mathbf q)\,R^{\sf T}.$$

The trace contains cross terms that are absent at neighbouring, nondegenerate points. If degeneracies lie at isolated points and along lines, they involve at most a number of mesh points proportional to $n$ out of $n^3$, and their share vanishes as the mesh is refined. In this model it falls only as $1/n$, because some of the lines pass through $\mathbf q=0$, where the summand grows as $1/q^2$; on the $12^3$ mesh it is somewhat below 1 percent.

**Counting.** Let $S$ be the subgroup of operations that leave $\mathbf q$ in place, up to a reciprocal lattice vector. If $R_1$ takes $\mathbf q$ to some member of the star, the operations that do the same are the products $R_1S$, and there are $|S|$ of them. Each of the $w$ members is thus reached $|S|$ times, so $|G|=w|S|$ and

$$\sum_{\rm star}T(\mathbf q')=\frac1{|S|}\sum_{R\in G}T(R\mathbf q)=\frac w{|G|}\sum_{R\in G}R\,T(\mathbf q)\,R^{\sf T}.$$

Summing over stars and dividing by $N$ gives the boxed result. It covers points on symmetry axes, such as the six-member star above, without special treatment.

**Why the trace hides the error.** Since $R^{\sf T}R=I$, $\operatorname{tr}(RTR^{\sf T})=\operatorname{tr}T$. The average leaves the trace of every term unchanged, so $\operatorname{tr}K^\star=\operatorname{tr}\kappa$ in any crystal system.

**The cubic case.** The averaged tensor $\bar T$ satisfies $R\bar TR^{\sf T}=\bar T$ for each $R$ in $G$, because multiplying all operations by one of them merely reorders the sum. The half turn about $z$, $\operatorname{diag}(-1,-1,1)$, gives $\bar T_{xz}=-\bar T_{xz}$ and $\bar T_{yz}=-\bar T_{yz}$, so both vanish. The half turn about $x$ removes $\bar T_{xy}$. The threefold rotation $x\to y\to z\to x$ makes the diagonal elements equal, and therefore

$$\bar T=\tfrac13(\operatorname{tr}T)\,I .$$

For one nondegenerate branch this replaces $v_av_b$ by $v^2\delta_{ab}/3$.

## Repairing a finished calculation

The average is linear and uses the same operations for every star, so it can be taken once at the end:

$$\kappa=\frac1{|G|}\sum_{R\in G}R\,K^\star R^{\sf T}.$$

A tensor from star weights can thus be repaired without new lifetimes. The isotropic form of the repaired tensor is no evidence that the calculation is sound, however, because averaging any tensor over a cubic group produces that form. Comparison with a full sum on a small mesh is a more searching check.

Refining the mesh is no cure. If the representatives fill a fixed wedge of the zone, $K^\star$ tends to $|G|$ times the integral of $\sum_sC\tau\,\mathbf v\mathbf v^{\sf T}/(2\pi)^3$ over that wedge. This is a definite tensor, and in general it is not isotropic.

## When stress lowers the symmetry

The group must be that of the strained crystal. Stretch the model by 1 percent along $z$, keeping $k_L$, $k_T$, $A$ and the temperature fixed while the bond directions and the cell follow the strain. Of the 48 cubic operations, the 16 that take $z$ to $\pm z$ survive. The full sum on the $12^3$ mesh now gives $\kappa_{xx}=\kappa_{yy}=96.2$ and $\kappa_{zz}=99.5$ W/(m K).

Star weights for these 16 operations, with first representatives, give 132.5, 59.9 and 99.5 W/(m K) for $xx$, $yy$ and $zz$. The last is correct because $T_{zz}$ is unchanged when $z$ goes to $\pm z$. As the trace is correct too, so is the mean $(132.46+59.93)/2=96.2$. Averaging over the 16 operations restores both equal elements. Averaging over all 48 would return 97.3 W/(m K) in every direction and erase the anisotropy, 3.4 percent on this mesh. Not all of it is due to the strain. Any strain splits modes that were degenerate at mesh points and removes their cross terms, so even a strain of $10^{-5}$ leaves 0.9 percent on the $12^3$ mesh and half of that on $24^3$. In the limit of a fine mesh the model gives 113.0 and 115.9 W/(m K), an anisotropy of 2.6 percent. In real silicon the force constants and scattering rates also change with strain, so this size is a property of the model only.

## When the mesh lacks the symmetry

Shift the cubic mesh by half a step along all three $\mathbf b_i$. A quarter turn about $z$ sends $\mathbf b_1\to-\mathbf b_3$, $\mathbf b_2\to\mathbf b_1+\mathbf b_2+\mathbf b_3$ and $\mathbf b_3\to-\mathbf b_2$. The shift $\frac12(\mathbf b_1+\mathbf b_2+\mathbf b_3)$, in units of one step, becomes $\frac12\mathbf b_1$, which does not belong to the shifted mesh. The cubic stars then do not close, and the assumption behind the boxed formula fails.

Even the full sum now has off-diagonal elements, all equal to 9.3 W/(m K), beside diagonal ones of 108.7. The equalities follow from the threefold rotation about $[111]$, which permutes the $\mathbf b_i$ and so keeps the shifted mesh. These off-diagonal elements are an error of the finite mesh, distinct from the star-weight error.

## Reading the numbers for a chip

Consider a wide plate 0.5 mm thick that carries 500 W/cm² along its normal. With the temperature varying along the normal alone, the drop is flux times thickness divided by the diagonal element. The numerator is $5\times10^6\times5\times10^{-4}=2500$ W/m, and the $12^3$ mesh gives $2500/98.1=25.5$ K. Star weights with first representatives give 14.6, 41.2 or 39.8 K, according to whether the normal is called $x$, $y$ or $z$.

The value 98.1 is itself not converged, mainly because of the omitted acoustic modes. Replace the mesh cell around $\mathbf q=0$ by a sphere of equal volume, with radius $q_c=(6\pi^2/N\Omega)^{1/3}$. Take $C=k_B$ and $\omega=cq$, neglecting the dependence of the sound speed on direction. One branch then contributes $C\tau v^2/3=k_B/(3ATq^2)$ to a third of the trace, whatever its sound speed $c$. Three branches add

$$3\int_0^{q_c}\frac{4\pi q^2\,dq}{(2\pi)^3}\,\frac{k_B}{3ATq^2}=\frac{k_Bq_c}{2\pi^2AT}.$$

On meshes of $8^3$, $12^3$ and $16^3$ points this raises 90.1, 98.1 and 102.2 to 109.1, 110.8 and 111.7 W/(m K). The corrected values still rise. Near $\mathbf q=0$ the summand varies as $1/q^2$, while a cell of an $n^3$ mesh has a volume proportional to $1/n^3$, so the error left by the sphere and the neighbouring cells falls as $1/n$. Extrapolating the last two values on this basis gives $(16\times111.70-12\times110.82)/4=114.3$ W/(m K), and the first two give 114.2. The model's bulk value is thus near 114 W/(m K), and the $12^3$ sum is about 14 percent low. The symmetry argument is untouched, since it holds on each symmetric mesh separately.

The lattice constant, the mass and the highest model frequency, 15.2 THz, are in the range of silicon. Bulk silicon at 350 K conducts very roughly 120 W/(m K); the model comes close because $A$ was given a suitable size, so this is no prediction. A flux of 500 W/cm² is more typical of a hot spot than of a chip average. Heat carried by electrons, omitted here, is small: for a conductivity of $\sigma=1000$ S/cm, as in heavily doped material, the Wiedemann–Franz estimate $\frac{\pi^2}3(k_B/e)^2\sigma T$, whose prefactor is that of degenerate carriers, is 0.9 W/(m K). Doping at that level also scatters phonons and lowers the lattice part, an effect the model leaves out. Thin device layers also break the assumption of an unbounded crystal. Adding a boundary rate $|\mathbf v|/L$ with $L=100$ nm lowers the $12^3$ value from 98.1 to 40.9 W/(m K); on fine meshes the change is from 114 to 41.2 W/(m K). That rate is a measure of size and treats all directions alike. In a real film the lifetime also depends on the angle between the velocity and the surface, so it is no longer constant on a cubic star, and both the stars and the average must use the smaller group of the film.
